# Range of the density matrix in a metallic or dimerised chain

**Question.** Non-interacting electrons half fill a long tight-binding chain whose hoppings alternate in strength. How far does the one-particle density matrix reach, and how does that range scale with the gap and with the temperature?

**Answer**

**The scale to expect**

For a chain with equal hoppings, the density matrix in real space is the Fourier transform of the occupation of its plane-wave states. A sharp Fermi step gives a slow, algebraic tail. If the step is smeared over an energy $w$, then with Fermi velocity $v$ it is smeared over a wavevector interval $w/v$ (with $\hbar=1$), and the tail should be cut off at a distance of order $v/w$. A temperature $T$ smears the step directly. A small gap $E_g$ smears it too, because the dimerisation mixes plane waves from below and above the Fermi level within an energy of order $E_g$. For $w$ small compared with the bandwidth this argument gives the scaling, but not the numerical factors, nor the way the two causes combine. Both follow from a calculation.

**The chain**

Let the site spacing be $b$ and the cell length $a=2b$. Cell $n$ holds site $A_n$ and, a distance $b$ to its right, site $B_n$. The hopping is $-t_1$ within a cell and $-t_2$ between cells, with

$$t_1=t(1+\delta),\qquad t_2=t(1-\delta),\qquad 0\le\delta<1 .$$

The site orbitals are orthonormal. Since $A_n$ is coupled to $B_n$ by $-t_1$ and to $B_{n-1}$ by $-t_2$, the Bloch Hamiltonian has zero diagonal and

$$H_{AB}(k)=-(t_1+t_2e^{-ika}),\qquad H_{BA}=H_{AB}^* .$$

Its square is a number times the unit matrix:

$$H^2=|H_{AB}|^2=t_1^2+t_2^2+2t_1t_2\cos ka .$$

The energies are $\pm|H_{AB}|$. They are closest to zero at $ka=\pi$, where $|H_{AB}|=t_1-t_2$, so

$$E_g=2(t_1-t_2)=4t\delta .$$

Without dimerisation $|H_{AB}|=2t|\cos(ka/2)|$, whose slope at $ka=\pi$ has the magnitude $v=ta=2tb$.

The density matrix per spin is $P=f(H)$ with $f(\varepsilon)=1/(e^{\varepsilon/kT}+1)$; in the product $kT$, $k$ is Boltzmann's constant. The chemical potential is zero at every temperature, because the spectrum is symmetric and $f(\varepsilon)+f(-\varepsilon)=1$. The hoppings are held fixed on heating.

**From the Fermi function to a sum of exponentials**

The zeros of $\cosh(y/2)$ lie at $y=\pm i(2n+1)\pi$, and its product form is

$$\cosh\frac y2=\prod_{n\ge0}\left[1+\frac{y^2}{(2n+1)^2\pi^2}\right].$$

The logarithmic derivative is $\tfrac12\tanh(y/2)=\sum_n 2y/[y^2+(2n+1)^2\pi^2]$. With $y=\varepsilon/kT$ and $\omega_n=(2n+1)\pi kT$,

$$f(\varepsilon)=\frac12-\frac12\tanh\frac{\varepsilon}{2kT}=\frac12-2kT\sum_{n\ge0}\frac{\varepsilon}{\varepsilon^2+\omega_n^2}.$$

Now replace $\varepsilon$ by $H$. The denominator is a number at each $k$, and $H$ connects $A$ to $B$ sites alone. Hence $P$ is $\tfrac12$ on the diagonal and vanishes between different sites an even number of spacings apart. Between $A$ in cell $m$ and $B$ in cell $0$,

$$P=2kT\sum_{n\ge0}\,(t_1g_m+t_2g_{m-1}),\qquad g_m=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,\frac{e^{im\theta}}{t_1^2+t_2^2+\omega_n^2+2t_1t_2\cos\theta}.$$

The shift to $m-1$ comes from the factor $e^{-ika}$ in $H_{AB}$. Define $q_n>0$ by $\cosh q_n=(t_1^2+t_2^2+\omega_n^2)/(2t_1t_2)$. With $z=e^{i\theta}$,

$$\cosh q+\cos\theta=\frac{(z+e^{-q})(z+e^{q})}{2z},\qquad d\theta=\frac{dz}{iz}.$$

For $m\ge0$ the only pole inside the unit circle is $z=-e^{-q}$. Its residue gives

$$g_m=\frac{1}{2t_1t_2}\,\frac{2(-e^{-q})^m}{e^q-e^{-q}}=\frac{(-1)^me^{-q|m|}}{2t_1t_2\sinh q},$$

where $|m|$ covers negative $m$ as well, since $g_m$ is even.

Let the two sites be $j$ spacings apart, $j$ odd. There are two cases.

- If $B$ is to the right of $A$, then $m=-p$ with $j=2p+1$, and the path between them begins and ends on strong bonds. The sum $t_1g_p+t_2g_{p+1}$ is proportional to $(-1)^pe^{-qp}(t_1-t_2e^{-q})=(-1)^pe^{-qj/2}(t_1e^{q/2}-t_2e^{-q/2})$.
- If $B$ is to the left, then $m\ge1$ with $j=2m-1$, and the end bonds are weak. The sum is proportional to $(-1)^me^{-qm}(t_1-t_2e^{q})=(-1)^{m-1}e^{-qj/2}(t_2e^{q/2}-t_1e^{-q/2})$.

Inserting $t_{1,2}=t(1\pm\delta)$ turns the last brackets into $2t[\sinh(q/2)\pm\delta\cosh(q/2)]$, with the upper sign for strong ends. Dividing by $\sinh q=2\sinh(q/2)\cosh(q/2)$ and writing $s_j=(-1)^{(j-1)/2}$,

$$P_j^{\pm}=s_j\,\frac{kT\,t}{t_1t_2}\sum_{n\ge0}e^{-q_nj/2}\left[\frac{1}{\cosh(q_n/2)}\pm\frac{\delta}{\sinh(q_n/2)}\right].\tag{1}$$

**The decay rate**

From $\cosh q-1=2\sinh^2(q/2)$ and $t_1^2+t_2^2-2t_1t_2=(E_g/2)^2$,

$$\sinh\frac{q_n}{2}=\frac{\sqrt{(E_g/2)^2+\omega_n^2}}{2\sqrt{t_1t_2}} .$$

At distance $x=jb$ the exponential in (1) is $e^{-(q_n/a)x}$. The smallest $q_n$ is $q_0$, with $\omega_0=\pi kT$, and it governs large $x$. Its coefficient does not vanish: for weak ends it is positive if $\tanh(q_0/2)>\delta$. Equality holds at zero frequency, where $\sinh(q/2)=\delta/\sqrt{1-\delta^2}$, and $q$ grows with frequency. Thus $|P|$ decays at the rate

$$\kappa=\frac2a\,\text{arsinh}\,\frac{\sqrt{(E_g/2)^2+(\pi kT)^2}}{2\sqrt{t_1t_2}}\;\approx\;\frac{\sqrt{(E_g/2)^2+(\pi kT)^2}}{v}.\tag{2}$$

The approximation needs both energies to be small compared with $2t$. The smearing energy of the opening estimate is therefore $E_g/2$ for the gap and $\pi kT$ for heat, and the two add in quadrature.

**Cold metal**

As $T\to0$ the frequencies, spaced by $2\pi kT$, become dense, and $kT\sum_n\to\int_0^\infty d\omega/2\pi$. For $\delta=0$ put $\omega=2t\sinh s$ with $s=q/2$, so that $d\omega=2t\cosh s\,ds$:

$$P_j=\frac{s_j}{2\pi t}\int_0^\infty d\omega\,\frac{e^{-js}}{\cosh s}=\frac{s_j}{\pi}\int_0^\infty e^{-js}ds=\frac{s_j}{\pi j}.$$

Hence $|P|=b/(\pi x)$ at odd separations: there is no decay length.

**Cold insulator**

The same integral at $\delta>0$ is dominated at large $x$ by a shrinking range of frequencies near $\omega=0$, where $\tanh(q/2)=\delta$. For weak ends the bracket in (1) vanishes at $\omega=0$ itself, which changes the power-law prefactor but not the exponential. The rate is

$$\kappa=\frac2a\,\text{artanh}\,\frac{E_g}{4t}\approx\frac{E_g}{2v}\qquad(E_g\ll4t,\ t\text{ fixed}).$$

For a small gap and $x\gg b$ the whole crossover can be found. Write $\Delta=E_g/2=2t\delta$. The frequencies that matter are small compared with $t$, so $q/2\approx\sqrt{\Delta^2+\omega^2}/2t$, and the bracket in (1) becomes $1\pm\Delta/\sqrt{\Delta^2+\omega^2}$. With $\omega=\Delta\sinh u$ and $\Delta/2t=\delta\approx\kappa b$,

$$P_j^\pm\approx s_j\frac{\kappa b}{\pi}\int_0^\infty du\,(\cosh u\pm1)\,e^{-\kappa x\cosh u}=s_j\frac{\kappa b}{\pi}\left[K_1(\kappa x)\pm K_0(\kappa x)\right],\tag{3}$$

since these integrals define the modified Bessel functions $K_1$ and $K_0$. Because $\kappa b=\text{artanh}\,\delta$ exceeds $\delta$ by about $\delta^3/3$, the exact cold rate must be used in (3) once $j\delta^3/3$ is no longer small.

For $\kappa x\ll1$, $K_1\approx1/\kappa x$ dominates and the metallic $b/(\pi x)$ returns: at short range a small-gap insulator resembles a metal. The approach is slow: the relative departure is about $\pm\kappa x\,K_0(\kappa x)$, of order $\kappa x\ln(1/\kappa x)$, still about 15 % at $\kappa x=0.05$. For $\kappa x\gg1$ only small $u$ counts. There $\cosh u+1\approx2$ and $\cosh u-1\approx u^2/2$, under a Gaussian $e^{-\kappa xu^2/2}$. Strong ends then give $e^{-\kappa x}x^{-1/2}$ and weak ends $e^{-\kappa x}x^{-3/2}$. The exponential rate is common to both.

**Heated metal**

For $\delta=0$, $kT\ll t$ and $x\gg b$, the factor $e^{-q_nj/2}$ confines the sum to $\omega_n\lesssim \pi kT+2t/j\ll 2t$. There $q_n/2\approx\omega_n/2t$ and $\cosh(q_n/2)\approx1$, and (1) is a geometric series. With $Y=\pi kTx/v$ and $\sum_n e^{-(2n+1)Y}=1/(2\sinh Y)$,

$$P_j\approx s_j\,\frac{kT}{2t}\,\frac{1}{\sinh(\pi kTx/v)} .\tag{4}$$

For $x\ll v/\pi kT$ this is again $b/(\pi x)$ in magnitude. Beyond that distance it decays at the rate $\pi kT/v$, proportional to $T$. The next term of the inverse hyperbolic sine multiplies the tail by $e^{j(\pi kT/2t)^3/6}$, so (4) gives the values themselves only while that exponent is small.

**Heated insulator**

Proportionality to $T$ does not carry over to an insulator with $\pi kT\ll E_g/2$. Expanding (2) gives

$$\kappa\approx\frac{E_g}{2v}\left[1+\frac12\left(\frac{\pi kT}{E_g/2}\right)^2\right],$$

a change of second order in $T$. Even this appears only far out. At large $x$ the exponentials in the sum follow $e^{-\kappa x}e^{-x\omega^2/(2v\Delta)}$, with $\kappa$ the cold rate: a Gaussian in $\omega$ of width $\sqrt{v\Delta/x}$. For strong ends the bracket in (1) is nearly constant across it; for weak ends the bracket is about $\omega^2/(2\Delta^2)$ and multiplies it. While that width is well above $\pi kT$, the discrete sum is close to the cold integral. The width falls to $\pi kT$ at

$$x_T=\frac{v\,(E_g/2)}{(\pi kT)^2},$$

which marks roughly where the thermal rate begins to show.

**Numbers**

Take the round model values $t=0.1$ hartree, $b=2.5$ bohr, $E_g=0.02$ hartree and $kT=0.001$ hartree (316 K). Then $v=2\times0.1\times2.5=0.5$ atomic units and $\delta=0.02/0.4=0.05$.

- Cold insulator: $\kappa=0.01/0.5=0.02$ bohr$^{-1}$, a decay length of 50 bohr (2.6 nm).
- Heated metal: $\kappa=0.00314/0.5=0.00628$ bohr$^{-1}$, a length of 159 bohr (8.4 nm).
- Heated insulator: $\kappa\approx\sqrt{0.01^2+0.00314^2}/0.5=0.0210$ bohr$^{-1}$, a length of 48 bohr (2.5 nm).

Heat and gap count equally at $kT=E_g/2\pi=0.0032$ hartree, about 1000 K.

The table gives $|P|$ at $j$ spacings. The cold metal is $1/(\pi j)$; the other columns come from numerical diagonalisation of a closed ring of 1202 sites, with the levels filled according to $f$. The insulator is cold.

| $j$ | cold metal | heated metal | insulator, strong ends | insulator, weak ends |
|---|---|---|---|---|
| 5 | 0.0637 | 0.0636 | 0.0844 | 0.0349 |
| 21 | 0.0152 | 0.0149 | 0.0151 | 0.0026 |
| 101 | 3.2e-3 | 2.1e-3 | 1.16e-4 | 5.2e-6 |
| 201 | 1.6e-3 | 4.3e-4 | 5.46e-7 | 1.3e-8 |

From $j=101$ to $201$, a step of 250 bohr, the strong-end element falls by a factor $1.16\times10^{-4}/5.46\times10^{-7}\approx212$, whose logarithm is 5.36. The factor $x^{-1/2}$ accounts for $\tfrac12\ln(201/101)=0.34$. The remaining 5.02, divided by 250 bohr, is 0.020 bohr$^{-1}$, the rate found above. At $j=5$ the strong-end element exceeds the metallic one and the weak-end element lies below it, which is the effect of $\pm K_0$ in (3).

If elements below $10^{-4}$ are to be neglected, the ring calculation requires separations up to 103 spacings in the cold insulator and 293 in the heated metal. The second figure follows from the tail of (4): $(kT/t)e^{-Y}=10^{-4}$ gives $Y=\ln100=4.6$, hence $j=4.6\times2t/(\pi kT)\approx293$. The cold metal needs $j=1/(\pi\times10^{-4})\approx3200$.

For the heated insulator $x_T=0.5\times0.01/(0.00314)^2\approx507$ bohr. On the ring, heating lowers the strong-end element by 0.2 % of its cold value at 252.5 bohr, by 2.3 % at 502.5 bohr and by 17 % at 1002.5 bohr. The weak-end element moves the other way at these distances: heating raises it by 1.6 %, 15 % and 62 %.

**Where proportionality ends**

With $t$ fixed and $E_g=0.36$ hartree, $\delta=0.9$ and the cold rate is $(2/5)\,\text{artanh}\,0.9=0.59$ bohr$^{-1}$, whereas $E_g/2v$ would give 0.36. The rate grows without limit as $\delta\to1$, where the chain falls apart into separate pairs. In the metal the linear law fails once $\pi kT$ is comparable with $2t$, because the inverse hyperbolic sine then grows more slowly than its argument.

These results belong to non-interacting electrons on a perfect chain. If the hoppings themselves changed with temperature, the values of $t_1$, $t_2$ and $E_g$ at that temperature would enter (2).
